# Why an uncorrected edge tilt mimics roughness with Hurst exponent one half

## What fixes the inverse-square law

A Fourier sum over a finite edge trace treats the trace as one period of an endless pattern. If the edge is a straight line of slope $s$ and the record has length $L$, the repeated pattern is a sawtooth. It climbs steadily and then drops by $J=sL$ at each join. The steady climb has a constant derivative, which contributes nothing at the nonzero harmonics of the record. What remains is the jump.

A jump has a height but no width. Its Fourier integral is linear in $J$ and has the dimension of length squared. The wave number $k$ is the only other quantity from which its magnitude can be built, so that magnitude must be proportional to $J/k$. The periodogram is the squared magnitude divided by $L$:

$$P\propto\frac{J^2}{Lk^2}=\frac{s^2L}{k^2}.$$

Self-affine roughness, whose mean-square height difference grows as $r^{2H}$ with separation $r$, has a one-dimensional spectral tail $k^{-(1+2H)}$. Setting $1+2H=2$ gives $H=1/2$. A fit to the exponent alone therefore assigns a straight, tilted edge the Hurst exponent of a random walk.

## The sampled result

Let the edge positions be $x_j$ at $y_j=j\Delta$, with $j=0,\ldots,N-1$ and $L=N\Delta$. The two-sided periodogram at the harmonics $k=2\pi m/L$ is

$$P_m=\frac{\Delta}{N}|X_m|^2,\qquad X_m=\sum_j x_j e^{-iky_j}.$$

With this convention the mean square of the trace is $\sum_m P_m/L$. No taper or zero padding is applied.

Take $x_j=sy_j+c$ and form the cyclic differences $d_j=x_j-x_{j-1}$, where $x_{-1}$ means $x_{N-1}$. For $j\ge1$, $d_j=s\Delta$. At the join,

$$d_0=x_0-x_{N-1}=-s(N-1)\Delta=s\Delta-sL.$$

The differences are thus a constant $s\Delta$ plus a single spike $-sL$ at $j=0$. For $m\neq0$ (modulo $N$) the constant sums to zero over the record, and the transform of $d_j$ is $-sL$: its magnitude is the same at every harmonic.

A cyclic shift by one sample multiplies a transform by $e^{-ik\Delta}$, so the transform of $d_j$ also equals $(1-e^{-ik\Delta})X_m$. Hence

$$X_m=-\frac{sL}{1-e^{-ik\Delta}}.$$

Since $|1-e^{-ik\Delta}|^2=2-2\cos k\Delta=4\sin^2(k\Delta/2)$ and $\Delta/N=\Delta^2/L$,

$$P_m=\frac{s^2L\Delta^2}{4\sin^2(k\Delta/2)}\;\longrightarrow\;\frac{s^2L}{k^2}\qquad(k\Delta\ll1).$$

The offset $c$ has dropped out, so subtracting the mean does not help.

## Why it resembles a random walk

A random walk has independent increments, and their mean spectrum is also flat. Let $w_j$ be $N$ independent, zero-mean increments of variance $D\Delta$. Subtracting their average makes the walk close on itself, which gives a bridge. The subtraction does not affect $m\neq0$, where the mean squared transform of the increments is $ND\Delta=DL$. Dividing by $4\sin^2(k\Delta/2)$ as before,

$$\langle P_m\rangle_{\rm bridge}=\frac{D\Delta^2}{4\sin^2(k\Delta/2)}.$$

This equals the tilt result at every nonzero harmonic if $D=s^2L$. An unclosed walk with this $D$ has an rms end-to-end displacement $\sqrt{DL}=sL$, the rise of the tilted line.

The unclosed walk itself has twice the bridge periodogram. It has $N-1$ free increments, and its closing difference is minus their sum, so the transform of its differences is $\sum_{j\ge1}w_j(e^{-iky_j}-1)$. The mean square is $D\Delta\sum_j(2-2\cos ky_j)=2DL$. Its own end mismatch, of mean square $(N-1)D\Delta$, supplies half of this total for large $N$, as much as the bridge itself.

The line and the bridge share a mean periodogram, but they differ in their phases and in the scatter of a single periodogram. The spike has one definite phase at each harmonic, and its ordinates form a smooth curve. For a Gaussian bridge, the average of $X_m^2$ (without the modulus) vanishes away from $m=0$ and $m=N/2$. Real and imaginary parts are then independent with equal variance, and each ordinate scatters with a standard deviation equal to its mean.

A stationary edge with covariance $\sigma^2e^{-|r|/\xi}$ has the same power-law tail. Its spectrum is

$$\int_{-\infty}^{\infty}\sigma^2e^{-|r|/\xi}\cos kr\,dr=\frac{2\sigma^2\xi}{1+k^2\xi^2}\to\frac{2\sigma^2}{\xi k^2}\qquad(k\xi\gg1).$$

The tilt imitates this tail when $2\sigma^2/\xi=s^2L$.

## How large the effect is

Consider a line edge with $L=2000$ nm, $\Delta=1$ nm and an image rotation of 0.5 degree. Then $s=0.008727$, the rise is $sL=17.45$ nm, and

$$s^2L=(0.008727)^2(2000\ \text{nm})=0.1523\ \text{nm}.$$

The true roughness is given rms $\sigma=1$ nm, length parameter $\xi=20$ nm and $H=0.8$ (its covariance falls to $1/e$ at about 28 nm), with the model spectrum

$$P_r(k)=\frac{2\sqrt\pi\,\Gamma(H+\frac12)}{\Gamma(H)}\,\frac{\sigma^2\xi}{(1+k^2\xi^2)^{H+1/2}}.$$

At $k=0.3016$ nm$^{-1}$ the tilt contributes 1.687 nm³ and the roughness spectrum is 0.4933 nm³, so the artefact is 3.4 times the signal. The two are equal when $s=k\sqrt{P_r/L}$:

$$s=0.3016\sqrt{0.4933/2000}=0.00474,$$

a rotation of 0.27 degree.

For zero-mean roughness independent of the tilt, the cross term in $|X_{\rm rough}+X_{\rm tilt}|^2$ averages to zero and the mean periodograms add. Averaging many equally tilted traces reduces the scatter but leaves the tail. If the tilt varies between traces, $s^2$ becomes its mean square.

Straight-line fits of $\ln P$ against $\ln k$, with equal weight for each harmonic from 0.1 to 0.5 nm$^{-1}$, give:

| Mean periodogram or spectrum | Fitted $H$ |
|---|---:|
| Tilt alone | 0.49 |
| Roughness plus tilt | 0.55 |
| Roughness after line removal | 0.73 |
| True roughness spectrum | 0.73 |

The average of 400 simulated tilted traces also gives 0.55. The true spectrum does not return 0.8 because the band has not reached its asymptotic tail. Differentiating the model gives

$$-\frac{d\ln P_r}{d\ln k}=(1+2H)\frac{k^2\xi^2}{1+k^2\xi^2}.$$

This runs from 2.08 at $k\xi=2$ to 2.57 at $k\xi=10$, equivalent to local values of $H$ from 0.54 to 0.79. Removing the tilt cures the tilt error, but not the error of fitting too early a part of the tail.

In this example the total rms gives the artefact away. Since the mean of $(y_j-\bar y)^2$ is $\Delta^2(N^2-1)/12$, the tilt alone has variance $s^2(L^2-\Delta^2)/12$ and an rms of 5.0 nm. Most of this sits at the longest wavelengths: the harmonics $m=\pm1$ hold 61 percent. An analysis confined to the tail misses this. With $\xi$ held at 20 nm, matching the asymptotic tails would turn the tilt into exponential roughness of rms $\sqrt{0.1523\times20/2}=1.23$ nm, a believable number.

## When the exponent is not captured

For the tilt to impose its exponent, it must dominate the fitted band. A fitted $H$ near $1/2$ does not by itself prove a tilt: the untilted model spectrum above has a local $H$ of 0.54 at $k\xi=2$. If the true $H$ exceeds $1/2$, the roughness tail falls faster than $k^{-2}$, and the tilt gains on it towards large $k$, although detection noise may exceed both there. If the true $H$ is below $1/2$, the roughness gains instead. If it equals $1/2$, the tilt leaves the asymptotic exponent unchanged but makes the amplitude too large.

The harmonics also matter. For a continuous record centred on zero, integration by parts gives

$$\left|\int_{-L/2}^{L/2}sy\,e^{-iky}dy\right|=|s|\left|\frac{L\cos(kL/2)}{k}-\frac{2\sin(kL/2)}{k^2}\right|.$$

At the harmonics the sine vanishes and the tail $s^2L/k^2$ returns. Midway between them the cosine vanishes, leaving $P=4s^2/(Lk^4)$. Between harmonics 10 and 11 this is 0.0009 of $s^2L/k^2$. A zero-padded periodogram of a mean-subtracted tilt therefore oscillates strongly instead of following a smooth power law.

Stationary roughness has an end mismatch too. Its mean-square value is close to $2\sigma^2$ when $L\gg\xi$, so the jump argument predicts a leakage of about $2\sigma^2/(Lk^2)$ for $k\xi\gg1$. At 0.5027 nm$^{-1}$ this estimate is 0.0040 nm³, against a computed 0.0042 nm³ and a tilt term of 0.62 nm³. The leakage is minor beside the tilt term here because $(sL)^2\gg2\sigma^2$.

## What to do about it

**Compare record lengths.** At fixed slope and wave number, halving the record halves the tilt tail. The roughness periodogram at 0.3016 nm$^{-1}$ changes by only about 2 percent, because only its small leakage term depends on $L$. A $k^{-2}$ tail that grows in proportion to $L$ points to a slope across the record. The slope may be a fixed tilt, a tilt that varies between traces, or smooth waviness much longer than the record. The test has limits. The measured total includes the roughness, so in the example doubling the record from 1000 to 2000 nm raises it by a factor of only 1.6 at this wave number. An untilted self-affine edge with $\xi\gg L$ and $H>1/2$ has a mean-square end mismatch growing as $L^{2H}$, so it also shows a $k^{-2}$ tail and a fitted $H$ near $1/2$. That tail grows as $L^{2H-1}$, a factor of 1.5 per doubling for $H=0.8$.

**Subtract a least-squares line before transforming.** The residual of a straight line is zero and the fit is linear in the data, so the residual of roughness plus tilt equals that of roughness alone. The cost is the real roughness that resembles a slope. Let $u_j$ be the centred ramp scaled to $\sum_j u_j^2=1$. The variance lost is

$$\frac1N\sum_{i,j}u_iu_jC(y_i-y_j)\approx\frac1N\sum_nC(n\Delta)\approx\frac{P_r(0)}{L}\qquad(\xi\ll L),$$

where $C$ is the roughness covariance and $u_j$ varies little over a correlation length. Here the loss is 2.6 percent of $\sigma^2$, concentrated at long wavelengths. If one rotation is common to $M$ edges with independent roughness, fitting a single slope to all of them, with separate offsets, removes one such component in total. The loss per edge falls by a factor $M$.

**Use a taper as a supplement.** A Hann taper replaces $X_m$ by $X_m/2-(X_{m-1}+X_{m+1})/4$. For $k\Delta\ll1$, the tilt transform is a constant plus a term proportional to $1/m$. The constant cancels for $m\ge2$, and

$$\frac1{2m}-\frac14\left(\frac1{m-1}+\frac1{m+1}\right)=-\frac1{2m(m^2-1)}.$$

Relative to $1/m$ this is a factor $-1/[2(m^2-1)]$. Squaring it and dividing by the mean-square taper, $3/8$, gives

$$P_{\rm Hann}=\frac{s^2L}{k^2}\,\frac{2}{3(m^2-1)^2},$$

which falls as $k^{-6}$ for $m\gg1$. At $m=10$ the tilt is suppressed to $6.8\times10^{-5}$ of its untapered value, but at $m=2$ the factor is only 0.07. The lowest harmonics still need the line removed.

## Relation to real edge measurements

The example lies in the rough regime of resist lines imaged by scanning electron microscopy: records of micrometres, pixels near a nanometre, roughness near 1 nm rms and correlation lengths of tens of nanometres. A rotation of 0.5 degree is a deliberately large misalignment. At 0.1 degree the tilt term is about 25 times smaller, or 0.07 nm³ at the probe wave number, an excess of about 14 percent over the roughness, and the fitted $H$ falls only from 0.73 to 0.70. Real images also break the assumption of noise-free, unblurred edges. Independent edge-detection errors of 0.3 nm rms add a floor of $(0.3)^2\times1=0.09$ nm³. A Gaussian beam blur of rms width $b=1.5$ nm, which averages the edge position along the line, multiplies the roughness spectrum by $e^{-k^2b^2}=0.81$ at the probe wave number but leaves a straight line unchanged. With both included, the fitted $H$ is 0.54 with the tilt left in and 0.67 with the line removed. Noise flattens the tail and lowers the fitted $H$, while blur steepens the tail and raises it. With these values the noise prevails and the detrended result falls by about 0.05. This small net shift hides two large ones: noise alone lowers the detrended $H$ to 0.58, and blur alone raises it to about 0.9. Each effect needs its own correction. A 2 nm parabolic image bow centred on the record adds about $4\times10^{-6}$ nm³ at the probe wave number, and the geometric change of roughness amplitude by rotation is about $4\times10^{-5}$ in relative terms; both are negligible here. An off-centre bow also has an end mismatch and acts in part as a tilt: a parabola rising 2 nm from one end adds 0.022 nm³. The remaining values are in the numerical output.

## Calculated quantities

```
record length L: 2000 nm
sample spacing: 1 nm
image rotation: 0.5 degree
slope s: 0.008727
end-to-end rise s*L: 17.45 nm
true rms roughness: 1 nm
true correlation length: 20 nm
true Hurst exponent: 0.8
tail amplitude s^2*L: 0.1523 nm
rms of tilt alone: 5.038 nm
share of tilt variance in harmonics +1 and -1: 0.6079
rms of exponential roughness with same tail, same xi: 1.234 nm
its spectrum / tilt periodogram at k*xi near 10: 0.9904
relative scatter of Gaussian bridge ordinates: 1
probe wave number: 0.3016 nm^-1
tilt periodogram at probe: 1.687 nm^3
true roughness spectrum at probe: 0.4933 nm^3
mean roughness periodogram at probe: 0.5056 nm^3
rotation giving equal tilt and roughness at probe: 0.2714 degree
fit band lower edge: 0.1 nm^-1
fit band upper edge: 0.5 nm^-1
fitted H, tilt alone: 0.4937
fitted H, roughness plus tilt: 0.5505
number of simulated traces: 400
fitted H, mean of simulated tilted traces: 0.5508
simulated / predicted mean periodogram in band: 1.006
fitted H, line removed: 0.7272
fitted H, true spectrum in same band: 0.7343
real variance lost with fitted slope: 2.637 percent
tilt periodogram ratio, L to L/2, at probe: 2
roughness periodogram ratio, L to L/2, at probe: 0.9772
tilt between harmonics 10 and 11 / s^2*L/k^2: 0.0009189
Hann-tapered / untapered tilt at harmonic 10: 6.801e-05
edge noise rms: 0.3 nm
noise floor: 0.09 nm^3
beam blur rms: 1.5 nm
blur factor on roughness at probe: 0.8149
blur factor on roughness at band top: 0.5704
fitted H with noise and blur, tilt left in: 0.5393
fitted H with noise and blur, line removed: 0.6749
wave number of leakage check: 0.5027 nm^-1
roughness end leakage there: 0.004226 nm^3
estimate 2*sigma^2/(L*k^2) there: 0.003958 nm^3
tilt periodogram there: 0.6157 nm^3
image bow height: 2 nm
bow estimate 64*b^2/(L^3*k^4) at probe: 3.868e-06 nm^3
relative geometric change 1/cos(angle)-1: 3.808e-05
```
